# Threshold-voltage spread from random dopants and its gate-area scaling

**Question.** The dopants under a transistor gate are few enough to be counted, and their number and depth differ from one device to the next. How large is the resulting spread of threshold voltage in a silicon transistor with a 50 nm by 50 nm gate, how does it scale with gate area, and can a buried doped layer reduce it?

**Answer.**

**The model**

Take an n-channel transistor with gate area $A$ and acceptor density $N(x)$, where $x$ is the depth below the oxide. The algebra uses atomic units with $e=1$. A material of relative permittivity $\kappa$ has $\epsilon=\kappa/4\pi$; $\epsilon$ without a label belongs to silicon. The oxide has thickness $t$ and capacitance per area $C=\epsilon_{\rm ox}/t$.

In the depletion approximation, holes are absent down to a sharp edge $w$, and silicon is neutral beyond it. Let $\phi(x)$ be the potential relative to the neutral region. Threshold is defined by a fixed surface value $\phi(0)=\psi$, averaged over the gate area. Since acceptors are negative, $\phi''=N/\epsilon$, with $\phi(w)=\phi'(w)=0$. Multiply by $x$ and integrate by parts:

$$\frac1\epsilon\int_0^w xN\,dx=\big[x\phi'\big]_0^w-\int_0^w\phi'\,dx=\psi .$$

The gate must also balance the depleted charge $Q=\int_0^wN\,dx$, which costs a voltage $Q/C$ across the oxide. The threshold is therefore $V=V_{\rm FB}+\psi+Q/C$, where the flat-band voltage $V_{\rm FB}$ is held fixed.

**What one dopant does**

Change the profile by a small $\delta N(x)$. Because $\psi$ is fixed, the edge must move:

$$0=\int_0^w x\,\delta N\,dx+wN(w)\,\delta w .$$

The charge changes by $\delta Q=\int_0^w\delta N\,dx+N(w)\,\delta w$. Eliminating $\delta w$ gives

$$\delta V=\frac{\delta Q}{C}=\frac1C\int_0^w\left(1-\frac xw\right)\delta N\,dx .$$

An extra acceptor at the surface counts fully. One at the edge has no effect to first order, because the edge retreats and uncovers one acceptor fewer.

**Poisson statistics**

If the dopants are placed independently, a slab of thickness $dx$ holds a Poisson number with mean and variance $NA\,dx$. Its density is that number divided by $A\,dx$, so the variance of the density is $N/(A\,dx)$. The slab contributes $(1-x/w)\,\delta N\,dx/C$ to $\delta V$. Variances of independent slabs add:

$$\sigma^2=\frac1{C^2A}\int_0^wN(x)\left(1-\frac xw\right)^2dx .$$

For uniform doping the integral is $Nw/3$, and the edge condition is $Nw^2/2=\epsilon\psi$. Hence

$$\sigma=\frac1C\sqrt{\frac{Nw}{3A}}=\frac{t}{\epsilon_{\rm ox}}\frac{(2\epsilon\psi N)^{1/4}}{\sqrt{3A}} .$$

With oxide, doping and $\psi$ held fixed, $\sigma\propto A^{-1/2}$. The voltage is set by charge per area: the number fluctuates as $\sqrt A$, and division by $A$ leaves $1/\sqrt A$.

If a technology shrinks its vertical structure too, the law for the series of devices is different. Let $t$, $w$ and both gate sides be proportional to a length $L$ at fixed $\psi$. Then $N\propto L^{-2}$, and $\sigma\propto L\cdot L^{-1/2}/L=L^{-1/2}$. The spread still grows, but more slowly than the $1/L$ found when only the gate area shrinks.

**The number for a 50 nm gate**

Take $t=1.5$ nm, $N=3\times10^{18}$ cm$^{-3}$ and 300 K. With an intrinsic density of roughly $10^{10}$ cm$^{-3}$ and a thermal voltage $V_{\rm th}=25.85$ mV, the usual criterion of twice the bulk Fermi potential gives

$$\psi=2V_{\rm th}\ln(N/n_i)=1.009\ \text{V}.$$

The depletion edge is at $w=20.86$ nm, so the mean number of depleted dopants is

$$M=NwA=0.003\times20.86\times2500=156.4 .$$

The depletion term is $Q/C=435.5$ mV. Since $Q=M/A$, the uniform result can be written

$$\sigma=\frac{Q/C}{\sqrt{3M}}=\frac{435.5\ \text{mV}}{\sqrt{469.2}}=20.1\ \text{mV}.$$

The area coefficient is $\sigma\sqrt A=1.0$ mV µm.

Two shortcuts bracket this value. Giving every dopant equal weight yields $(Q/C)/\sqrt M=34.8$ mV. Scaling the whole density rigidly uses $Q\propto\sqrt N$, so $\delta Q/Q=\delta N/2N$, and yields half of that, 17.4 mV. The rigid estimate keeps the squared mean weight, $1/4$. The correct mean-square weight is $1/3$. The missing $1/12$ comes from dopants shifting between shallow and deep positions at constant number.

The first-order step was tested by placing discrete dopants at random depths in 5000 devices per gate size and uncovering them until the bending reached $\psi$.

| Gate side | Formula | Sampled |
|---|---:|---:|
| 30 nm | 33.5 mV | 33.5 mV |
| 60 nm | 16.8 mV | 16.5 mV |
| 120 nm | 8.4 mV | 8.2 mV |

The fitted exponent of area is $-0.506$. The differences are within two standard errors, each about 1% of $\sigma$. This sampling retains the full motion of the edge but still averages charge over the gate.

**A buried layer can help or harm**

Put an undoped spacer of thickness $d$ above a thick layer of density $N$. The edge condition becomes $\epsilon\psi=N(w^2-d^2)/2$, and

$$\int_d^wN\left(1-\frac xw\right)^2dx=\frac{N(w-d)^3}{3w^2}.$$

For $d=10$ nm and $N=2\times10^{19}$ cm$^{-3}$, at the same $\psi$, the edge lies at 12.86 nm. The integral is

$$\frac{0.02\times2.86^3}{3\times12.86^2}=9.4\times10^{-4}\ \text{nm}^{-2},$$

which gives $\sigma=4.3$ mV; sampling gives 4.2 mV. The depletion term, 0.40 V, is close to that of uniform doping, yet the spread is 4.7 times smaller. All depleted dopants lie near the edge, where their weight is at most $1-d/w=0.22$.

For very heavy doping, $w^2-d^2\simeq2d(w-d)$, so $w-d\simeq\epsilon\psi/(Nd)$. The integral then tends to $(\epsilon\psi)^3/(3N^2d^5)$, and with a sharp edge $\sigma$ would fall as $1/N$. This limit needs $w-d\ll d$, which is not yet met at $2\times10^{19}$ cm$^{-3}$, where it gives 6.7 mV instead of 4.3 mV. It also needs $w-d$ to exceed the Debye length $\sqrt{\epsilon V_{\rm th}/N}$, which fails near $2.5\times10^{20}$ cm$^{-3}$ for $d=10$ nm. With mobile holes included, the spread still falls with $N$, but more slowly than $1/N$. The layer acts as a nearly fixed conducting plane.

Holding $\psi$ fixed slightly flatters this layer. To reach the same surface electron density, its bending must rise by $V_{\rm th}\ln(20/3)=49$ mV, plus up to 10 mV for hole degeneracy. Repeating the calculation with 59 mV more gives about 4.5 mV. A real layer this heavy must also be kept away from the heavily doped source and drain. Where they touch, the peak junction field would be about 2.5 MV/cm even without drain bias, enough for electrons to tunnel between the bands and make the device leak.

A thin sheet that is depleted completely behaves differently. With sheet density $n$ at depth $d$ in a background $N$, the edge lies beyond the sheet if $nd+Nd^2/2<\epsilon\psi$, the bending needed to deplete both the sheet and the background above it. Then

$$\epsilon\psi=nd+\frac{Nw^2}{2},\qquad \sigma^2=\frac1{C^2A}\left[n\left(1-\frac dw\right)^2+\frac{Nw}{3}\right].$$

For $n=4\times10^{12}$ cm$^{-2}$, $d=10$ nm and a background of $10^{17}$ cm$^{-3}$, the edge is at 71 nm and each sheet dopant has weight 0.86. At the same $\psi$, $\sigma=24.9$ mV, which is worse than uniform doping although $Q/C$ is only 0.33 V. Matching the surface electron density instead lowers $\psi$ by 88 mV and $\sigma$ to about 24 mV. This edge is deeper than the gate is long, so for a 50 nm gate the case illustrates the one-dimensional formula and is not a realistic design. Within the model, a layer that holds the depletion edge has $Q=N(w-d)$, so $\sigma^2=Q(1-d/w)^2/(3C^2A)$. Its spread is $1-d/w$ times that of uniform doping with the same depletion charge, and the gain is large only when $1-d/w$ is small. The heavy layer above, if it began only 1 nm below the oxide, would give 27 mV. That exceeds the 20 mV found earlier because $Q/C$ has risen to 0.99 V; uniform doping with that $Q/C$ would give 30 mV.

**When is averaging over the gate allowed?**

Consider the lateral Fourier component $k$ of the potential from one dopant at depth $x$, taken as a unit charge; the acceptor's sign is restored afterwards. The gate and the edge are held at fixed potential. Let the surface amplitude be $a$. Continuity of electric flux at the oxide gives, for depth $z<x$,

$$\phi=a(\cosh kz+r\sinh kz),\qquad r=\frac{\epsilon_{\rm ox}}{\epsilon}\coth kt .$$

For $z>x$, $\phi=b\sinh k(w-z)$. The potential is continuous at $x$, and its slope drops there by $1/\epsilon$. Eliminating $b$ and using the addition formulas for hyperbolic functions gives

$$a(k)=\frac{\sinh k(w-x)}{k\left[\epsilon\cosh kw+\epsilon_{\rm ox}\coth(kt)\sinh kw\right]} .$$

As $k\to0$, $a\to(1-x/w)/(C+\epsilon/w)$. An acceptor lowers the surface potential by this amount per unit area. A gate step $\delta V$ raises it by the capacitive-divider fraction $C/(C+\epsilon/w)$. Restoring the average therefore needs $\delta V=(1-x/w)/C$ per dopant per area, as before.

At finite $k$ the response spreads sideways. Balancing lateral flux through the depth $w$ against flux through the oxide gives a rough range $\sqrt{\epsilon wt/\epsilon_{\rm ox}}=9.7$ nm. If the same doping continues outside the gate, averaging the potential over the gate window multiplies $\sigma$ by 0.79 at 50 nm and 0.97 at 400 nm. The ratio of the two spreads is then $8\times0.79/0.97\approx6.5$ instead of 8, an average area exponent near $-0.45$. A real device has a source and drain at two sides, so these factors size the rim effect and are not corrections to apply directly.

The local potential ripple is about 43 mV, larger than $V_{\rm th}$, so current could favour easy paths. For a weak ripple it does not: dissipated power is stationary with respect to the internal field, so the first-order change of conductance is the area average of the local change. For the full ripple, a resistor network with 2 nm cells and local conductance proportional to $e^{\phi/V_{\rm th}}$ was solved for 600 devices at low drain bias. The spread was 20.6 mV from the current and 20.3 mV from the average potential, a difference too small to resolve. The correlation was 0.97, and the mean threshold fell by a few millivolts. In this model the paths shift the mean but hardly alter the spread.

**How near is this to a real transistor?**

The dimensions and doping are of the order found in short-gate planar bulk transistors. The largest computed correction that raises the result is the depth of the carriers. In a triangular well with surface field $F=0.97$ MV/cm and electron mass 0.916, the value for the lowest valleys normal to a (100) surface, the lowest level is $E=0.171$ eV. The virial theorem gives $F\langle z\rangle=2E/3$, so the mean depth is 1.2 nm. Place the carriers in a sheet at this depth $z$ and hold the potential there fixed, with $w$ unchanged. A dopant above the sheet has weight $1/C+x/\epsilon$, because its extra field crosses the oxide and the silicon above it. A dopant below has weight $(1/C+z/\epsilon)(w-x)/(w-z)$. Squaring and integrating these weights raises $\sigma$ by a factor of 1.3, to about 26 mV. Quantisation also raises the bending needed for a given electron density, by roughly 0.13 V here. This estimate leaves that out; it would widen $w$ and add 2 to 3% to $\sigma$.

Other computed changes are small: thermal smearing of the edge changes $\sigma$ by about 1% or less in the uniform and heavy-layer cases, and operation at 358 K gives 19.9 mV. The oxide field is 2.9 MV/cm, below a rough breakdown field of 10 MV/cm. Real devices also have nonuniform implants near source and drain, and their total spread includes rough gate edges, gate-metal grains, oxide variation and interface charge. In this model the dopant part for this gate is thus about 20 mV, and the separately computed rim and carrier-depth effects move it to about 16 and 26 mV. The depletion regions of the source and drain, each about 20 nm wide at this doping, are left out, so these values estimate the size of the effect and do not predict the spread of a particular device. The numerical output below lists the inputs and the main results.

## Computed results

```
gate length and width: 50 nm
oxide thickness: 1.5 nm
channel doping: 3e+18 cm^-3
temperature: 300 K
intrinsic density, rough input: 1e+10 cm^-3
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
thermal voltage: 25.85 mV
threshold band bending: 1.009 V
depletion edge: 20.86 nm
mean depleted dopants: 156.4
oxide capacitance / e: 0.1437 1/(V nm^2)
depletion term Q/C: 0.4355 V
SIGMA, uniform doping: 20.1 mV
sigma times sqrt(area): 1.005 mV um
equal-weight shortcut: 34.82 mV
rigid-density shortcut: 17.41 mV
side 30 nm: formula 33.50, sampled 33.49 mV
side 60 nm: formula 16.75, sampled 16.52 mV
side 120 nm: formula 8.38, sampled 8.24 mV
sampled exponent of area: -0.5059
spacer depth: 10 nm
heavy-layer doping: 2e+19 cm^-3
heavy-layer depletion edge: 12.86 nm
heavy-layer Q/C: 0.3974 V
heavy-layer sigma, formula: 4.265 mV
heavy-layer sigma, sampled: 4.232 mV
depleted sheet density: 4e+12 cm^-2
sheet background doping: 1e+17 cm^-3
sheet-case depletion edge: 71.07 nm
sheet-case Q/C: 0.3278 V
sheet-case sigma: 24.86 mV
thermal-edge factor, uniform: 0.9953
thermal-edge factor, heavy layer: 1.01
local potential ripple, integral: 43.04 mV
local potential ripple, 2 nm cells: 40.64 mV
network: area-average sigma: 20.31 mV
network: current-based sigma: 20.55 mV
network: mean threshold shift: -4.692 mV
network: correlation of the two: 0.9675
rim smoothing factor, 50 nm: 0.7893
rim smoothing factor, 400 nm: 0.9729
electron mass normal to surface: 0.916 m_e
triangular-well level: 0.1708 eV
carrier depth: 1.176 nm
carrier-depth factor on sigma: 1.317
sigma at 358 K: 19.91 mV
silicon surface field: 0.9677 MV/cm
oxide field: 2.903 MV/cm
short-channel decay length: 9.688 nm
heavy-layer hole degeneracy shift: 9.993 mV
```
